When a Rigid Overlayer's Registry Energy Depends on Translation

Suppose a layer with lattice constant 0.246 nm lies on a substrate with lattice constant 0.250 nm, and its resistance to sliding is wanted. A small calculation cell is convenient, so the layer is stretched by 1.6 percent until the lattices match. For the model potential used below, sliding the stretched layer changes its energy by up to 18 meV per cell. The barrier between neighbouring minima is 14.4 meV per cell, so the total barrier to sliding would grow with the number of cells and be huge for a large sheet. In the same model the unstretched infinite rigid layer has no such barrier: its energy per area does not change at all. The small cell has created the effect it was meant to measure. What decides between the two cases is which reciprocal vectors the lattices share, and whether the potential has any weight on them.

**1. A chain on a periodic line**

Put atoms at x = na + t, with n an integer, a the chain spacing and t a rigid translation. The substrate has period s and gives each atom the energy

V(x) = Σ_m V_m exp(imgx), g = 2π/s.

The energy per atom of the first N atoms is

E_N(t) = (1/N) Σ_{n=0}^{N−1} V(na + t)
= Σ_m V_m exp(imgt) D_N(mga),

D_N(θ) = (1/N) Σ_{n=0}^{N−1} exp(inθ).

The translation has separated from the sum over atoms. If θ is a multiple of 2π, every term of D_N is 1, and D_N = 1 for every N. Otherwise the geometric sum gives

D_N(θ) = [exp(iNθ) − 1] / {N[exp(iθ) − 1]}.

Since exp(iφ) − 1 = 2i exp(iφ/2) sin(φ/2), this is

D_N(θ) = exp[i(N−1)θ/2] sin(Nθ/2) / [N sin(θ/2)],

and, because the sine in the numerator is at most 1 in size,

|D_N(θ)| ≤ 1/[N |sin(θ/2)|].

A harmonic therefore survives in the infinite chain if mga = 2πma/s is a multiple of 2π, that is, if ma/s is an integer.

Three limits show what this means. For a = s every harmonic survives and E(t) = V(t): all atoms sit at equivalent points. For a/s = p/q in lowest terms, m must be a multiple of q, so the chain feels every q-th harmonic. For irrational a/s only m = 0 survives, and E is constant. The rational case already shows that a common period does not ensure a dependence on t: the potential must also contain a harmonic of order q or a multiple of it.

**2. Two dimensions and several atoms per cell**

Let the overlayer have lattice vectors R = n₁a₁ + n₂a₂, cell area A and basis sites b_j. It is rigid, and its atoms keep fixed heights. Its internal energy is then independent of t and is left out. I assume that the interaction with the rigid substrate is a sum of site energies, one for each overlayer atom:

V_j(r) = Σ_G V_jG exp(iG·r).

G runs over the substrate reciprocal lattice. The index j allows different elements or heights. I also assume that Σ_G |V_jG| is finite, as it is for a smooth potential.

For a patch of N by N cells the energy per area is

E_N(t) = [1/(N²A)] Σ_R Σ_j V_j(R + b_j + t).

Insert the series and collect the factors that depend on j and on R:

E_N(t) = (1/A) Σ_G W_G D_N(G) exp(iG·t),

W_G = Σ_j V_jG exp(iG·b_j),

D_N(G) = (1/N²) Σ_R exp(iG·R).

Because G·R = n₁G·a₁ + n₂G·a₂, the last sum is a product of two chain sums with angles θ_k = G·a_k:

D_N(G) = D_N(θ₁) D_N(θ₂).

It equals 1 if both angles are multiples of 2π. To see what that says about G, define overlayer reciprocal vectors by K_i·a_k = 2πδ_ik and expand G = x₁K₁ + x₂K₂. Taking the product with a_k gives θ_k = 2πx_k. Both angles are multiples of 2π precisely when x₁ and x₂ are integers, so precisely when G is also an overlayer reciprocal vector. If one angle is not such a multiple, its factor vanishes at least as fast as 1/N, while the other is at most 1 in size.

Call the set of common vectors C. The candidate limit is

E(t) = (1/A) Σ_{G in C} W_G exp(iG·t).   (1)

An infinite series needs one more step, because sin(θ_k/2) can be arbitrarily small for some distant G. Choose any ε > 0. Since Σ_G |W_G| is finite, there is a finite set F outside which the |W_G| add up to less than ε. Vectors in C cause no error, since D_N = 1 for them. For the others |D_N| ≤ 1, so

|E_N(t) − E(t)| ≤ (1/A) [Σ_{G in F, not in C} |W_G| |D_N(G)| + ε].

The remaining sum is finite and each of its terms tends to zero. As ε was arbitrary, E_N tends to E. The bound does not contain t, so convergence is uniform over all translations. Starting the patch at another lattice vector R₀ multiplies D_N(G) by exp(iG·R₀), which is 1 for G in C and has modulus 1 otherwise. The limit does not depend on where the patch lies.

A potential with infinitely many harmonics gives a numerical test. Let each substrate atom contribute a Gaussian pair energy of strength η and width σ = 0.25s, where s is now the constant of a triangular substrate with cell area A_s. Summing over substrate atoms turns the Fourier integral over one cell into an integral over the plane:

V_G = (η/A_s) ∫ exp(−r²/2σ²) exp(−iG·r) d²r
= (2πσ²η/A_s) exp(−σ²G²/2).

For an aligned overlayer with constant 1.5s, G = m₁G₁ + m₂G₂ is common if 1.5m₁ and 1.5m₂ are integers, so both indices must be even. The shortest nonzero common vectors have length 2|G₁|. With |G₁|s = 4π/√3 and A_s = (√3/2)s², their weight is 0.4534 exp(−6.58) η = 0.000629η. Section 4 shows that six equal weights on such a star give a range of nine times the weight, here 0.00566η. The direct pair sum gives 0.005665η, and it agrees with formula (1) at all sampled translations to about 10⁻¹⁵η. At ratio 1:1 the range is 0.793η.

For the irrational ratio (1 + √5)/2, the spread over six translations is 0.0207η for N = 30 and 0.00125η for N = 120. For a simple edge bound, take for each nonzero harmonic only the factor of D_N with the larger sine, bound it by the smaller of 1 and 1/[N |sin(θ_k/2)|], and bound the other factor by 1. Multiplying by the weights, adding and doubling gives 0.0393η and 0.00984η. Both spreads lie below their bounds, as tested. Six translations undersample the range: over all translations it is 0.0249η for N = 30 and 0.0031η for N = 120, still below the bounds. The range oscillates with N under the 1/N bound; for N = 119 it is about 0.006η.

**3. The condition in both directions**

Equation (1) is constant if all its nonzero harmonics vanish. The converse requires that different harmonics cannot cancel one another for every t. Write t = y₁s₁ + y₂s₂ in substrate lattice vectors. For two substrate reciprocal vectors G and G′, the phase (G − G′)·t is 2π(m₁y₁ + m₂y₂) with integer m₁ and m₂. Averaging over 0 ≤ y₁, y₂ < 1 gives zero unless m₁ = m₂ = 0:

⟨exp[i(G − G′)·t]⟩ = δ_GG′.

The mean of (1) is W₀/A. In the mean square deviation the cross terms vanish, leaving

⟨(E − ⟨E⟩)²⟩ = (1/A²) Σ_{G in C, G≠0} |W_G|².   (2)

A sum of squares is zero only if each term is zero. Within the stated assumptions this proves:

The registry energy per area is independent of translation if and only if W_G = 0 for every nonzero vector G common to the two reciprocal lattices.

If no nonzero common vector carries substrate weight, all these W_G vanish and the energy is flat. A common vector with substrate weight is thus necessary for a dependence on t. It is not sufficient, because W_G also contains the sum over the overlayer basis.

An example shows the cancellation. Take equal lattices and a striped potential 2v₁ cos(G₁·r), with v₁ = 2 meV. One atom per cell has energy 2v₁ cos(G₁·t), with range 4v₁ = 8 meV. Now add a second, identical atom at a₁/2 + a₂/3. Its phase is G₁·b = π, so

W = v₁[1 + exp(iπ)] = 0.

When one atom climbs the stripe, the other descends by the same amount. The direct sum gives a range of order 10⁻¹⁴ meV, which is rounding. The basis does not hide a smaller lattice: twice the vector b is a₁ + 2a₂/3, which is neither a lattice vector nor b plus one.

The common vectors may also form a single row. Let K₁ = G₁ and K₂ = G₂/γ, with γ = (1 + √5)/2. Then m₁G₁ + m₂G₂ = m₁K₁ + γm₂K₂, which is an overlayer vector only for m₂ = 0. The energy varies along G₁ and is flat perpendicular to it. For the two-star potential of the next section, (1) predicts 2v₁ cos(G₁·t) per cell. A patch of 300 by 300 cells follows this cosine within 0.028 meV at six translations, over which the energy itself varies by 7.1 meV.

**4. A honeycomb layer stretched into match**

Take a triangular substrate with s = 0.250 nm and a honeycomb layer of identical atoms. The site potential has weight v₁ = 2 meV on its six shortest nonzero reciprocal vectors, the first star, and v₂ = 0.1 meV on the next six, the second star. With lattice vectors at 60°, the first star is ±G₁, ±G₂, ±(G₁ + G₂). The second is ±(G₁ − G₂), ±(2G₁ + G₂), ±(G₁ + 2G₂).

A star with six equal weights v gives 2v f, where

f(α, β) = cos α + cos β + cos(α + β).

Its maximum is 3, at α = β = 0. For the minimum put c = cos[(α+β)/2] and d = cos[(α−β)/2]. Then

f = 2cd + 2c² − 1 ≥ 2|c|² − 2|c| − 1 ≥ −3/2,

with equality at α = β = ±2π/3. The star energy runs from −3v to 6v, a range of 9v.

Stretch the honeycomb to match the substrate, with its second atom at b = (a₁ + a₂)/3. For G₁ and G₂ the basis sum is 1 + exp(2πi/3) = exp(iπ/3). For G₁ + G₂ it is 1 + exp(4πi/3) = exp(−iπ/3). With α = G₁·t and β = G₂·t, the first star gives

2v₁[cos(α + π/3) + cos(β + π/3) + cos(α + β − π/3)].

Set α = α′ + 2π/3 and β = β′ + 2π/3. The three arguments become α′ + π, β′ + π and α′ + β′ + π, so the expression is −2v₁ f(α′, β′). It runs from −6v₁ = −12 meV to 3v₁ = 6 meV. At the minimum t = (a₁ + a₂)/3, and neither atom lies above the substrate site at the origin, where the potential is highest. At the maximum one of the two atoms does.

For the second star the phases G·b are multiples of 2π, so each basis sum is 2. At the three translations where the first star is extreme, the second contributes 6 × 2 × 0.1 = 1.2 meV. The energies there are −10.8 and 7.2 meV, and a scan over translations confirms them as the overall extremes. The range is 18.0 meV per cell. Dividing by 0.05413 nm² gives 0.333 eV/nm², or 53 mJ/m². The easiest path between minima crosses a saddle at α′ = π, β′ = 0, where f = −1 and the energy is 4 − 0.4 = 3.6 meV. The barrier is therefore 14.4 meV per cell, less than the range.

Equation (2), written per cell, predicts a variance of 6 × 2² + 6 × (2 × 0.1)² = 24.24 meV², hence a root mean square of 4.92 meV. The scan gives the same value.

To isolate the second star, replace the honeycomb by one atom per cell on a triangular lattice of constant s/√3, turned by 30°. Its shortest reciprocal vectors coincide with the second star, and the first star drops out. The range is 9v₂ = 0.9 meV per cell. With v₂ set to zero it vanishes to rounding, although the lattices remain commensurate.

**5. The unstretched layer**

Restore the overlayer constant to 0.246 nm and keep the layer aligned. The ratio 0.250/0.246 is 125/123, so these rounded lattices do have a common period. For G = m₁G₁ + m₂G₂,

G·a_k = 2πm_k × 123/125.

Both m₁ and m₂ must be multiples of 125. The potential has no index above 2, so every nonzero common vector has zero weight. The infinite rigid layer is flat despite being formally commensurate. Direct summation over 125 by 125 cells, one full common period, gives a spread of about 6 × 10⁻¹⁴ meV per cell over six translations.

The moiré period is 0.250 × 0.246/0.004 = 15.4 nm, or 62.5 overlayer cells. A finite flake generally contains an incomplete period, and its uncancelled part depends on t. For G₁ one angle is zero and the other is −4π/125 up to a multiple of 2π, so

|D_N| = |sin(2πN/125)| / [N sin(2π/125)].

For N = 94 this is 0.212. The vectors ±G₁ and ±G₂ supply two independent cosines, each with range 4v₁|S||D_N|. Here |S| = 2cos(0.984π/3) = 1.029 is the basis factor of the unstretched layer. Both angles are nonzero for the other harmonics, whose terms fall as 1/N². To leading order the range per area is therefore

8 × 2 meV × 1.029 × 0.212 / 0.05241 nm² ≈ 67 meV/nm².

The full finite-patch formula gives 66.5 meV/nm² for this flake, 23 nm on a side. For N = 31, 219 and 656 it gives 203, 28.5 and 9.5 meV/nm². These sizes lie near odd multiples of half a moiré period, where the numerator of |D_N| is close to 1, so the 1/N decay is plain.

The energy of the whole flake behaves differently. Multiplying by its area N²A gives a range of about 10 eV for N = 31 and 215 eV for N = 656. For this shape and these sizes the total grows as N, like the edge length. An energy range per area that tends to zero with size does not by itself mean that a finite flake has no barrier.

**6. When the layer is allowed to relax**

Let the overlayer atoms move in the plane by a smooth field u(x), with the substrate still rigid. Pair each G with the overlayer vector K of the same indices, and set q = G − K. At an atomic site x = R + b_j, the phase K·x equals K·b_j up to a multiple of 2π. The local registry energy density is then

e(x) = (1/A) Σ_G U_G exp{i[q·x + G·(u + t)]},

U_G = V_G Σ_j exp(iK·b_j).

This continuum form replaces the sum over atoms by an integral over x. The q vectors paired with G₁ and G₂ are independent, so some x₀ satisfies q·x₀ = G·t for both, and hence for all their integer combinations. Translating the layer by t is the same as moving the whole moiré pattern by −x₀. The relaxed energy per area of an infinite layer is unchanged. The continuum form discards pinning by individual atoms, so it cannot exclude static friction in a sufficiently soft layer.

For a weak potential, expand to first order in u. In the aligned layer q is parallel to G, so the force is longitudinal, with amplitude |G||U_G|/A and stiffness (λ + 2μ)q². Minimizing a quadratic elastic energy plus a linear force term gives

ΔE = −(1/2) Σ_G G²|U_G|² / [A²(λ + 2μ)q²].

Here |G|/|q| = 0.246/0.004 = 61.5, and Σ|U_G|² = 24.24 meV². With rough elastic constants λ = 300 and μ = 900 eV/nm², ΔE = −7.95 meV/nm². The self-consistent solution gives −7.97 meV/nm² and a largest displacement of 8 pm. Its change on translation is at rounding level.

Height relaxation can be sized in the same way. Let the registry energy decay with height at a rate κ = 30 nm⁻¹, and let the interlayer stiffness be k = 35 GPa/0.34 nm ≈ 640 eV/nm⁴. To first order in κh, minimizing kh²/2 − κeh over the height change h gives −κ²e²/(2k), with mean −6.2 meV/nm². This is only an estimate, because |κh| is not small everywhere: with the full factor exp(−κh) it reaches about 0.45, and the mean becomes −7.1 meV/nm². These values belong to a local minimum: kh²/2 + e exp(−κh) has no lower bound where e < 0, and the local minimum exists here because κ²|e|/k is at most 0.29, below exp(−1) ≈ 0.37.

In-plane vibrations multiply a harmonic by exp(−G²⟨u²⟩/2), if the displacements are Gaussian with variance ⟨u²⟩ per axis. In-plane acoustic modes of the overlayer at 300 K, with wave vectors above the moiré value |q| = 0.47 nm⁻¹, give a root mean square of 4.0 pm. This alone lowers the first-star weight by 0.7 percent. Out-of-plane vibrations act the other way, because the average of exp(−κh) over Gaussian heights of zero mean is exp(κ²⟨h²⟩/2). With the stiffness k above and a bending rigidity of 1.5 eV, the root mean square height is about 10 pm, which raises the weights by about 5 percent. If these factors are the same for every atom in the cell, they only rescale existing harmonics. This holds to first order in the potential, with the displacements taken as independent of it. Once the atoms respond to the potential, terms quadratic in V appear, as in −κ²e²/(2k) above, and they carry harmonics G + G′. Since G₁ − G₂ belongs to the second star, a layer that is flat when rigid only because a weight is missing or cancelled need not stay flat.

It remains to ask whether the layer would rather stretch into match. A uniform strain ε in both directions costs 2(λ + μ)ε². For ε = 0.01626 this is 0.63 eV/nm², while the best matched registry gains 10.8 meV/0.05241 nm² = 0.21 eV/nm². Full uniform match is therefore unfavourable in this model. This comparison does not rule out partly matched domains.

**7. Beside a real interface**

The parameters are rough values for graphene aligned on hexagonal boron nitride. The real moiré period is roughly 14 nm, a little shorter than the model's 15.4 nm, because the period is sensitive to the small lattice difference. Real layers are not rigid. For the numbers used here, in-plane and height relaxation, each treated alone, shift the energy by 2.4 and about 2 percent of the matched layer's registry range. Allowed together they give −16.4 meV/nm², about 5 percent and a little more than their sum. In the continuum treatment these shifts do not depend on translation. Real flakes also have edges. In the rigid model these leave 9.5 meV/nm² for the rhombic 161 nm flake, or 2.9 percent of the same range. That value depends strongly on size and shape: for the same shape with N = 625, exactly ten moiré periods along each side, it is zero. The elastic and height estimates hold the substrate rigid, and the vibration estimate omits its motion. Steps, defects and contamination are absent from the model, and their effect is not estimated here. All results concern static energies; a flat registry energy says nothing about kinetic friction from energy dissipated during sliding.

Table of computed values

```
substrate, overlayer lattice constants: 0.250, 0.246 nm
first, second star weights: 2.00, 0.10 meV per atom
cell areas substrate, overlayer: 0.05413, 0.05241 nm^2
first-star |G|: 29.021 1/nm; moire |q|: 0.4719 1/nm
moire period: 15.375 nm = 62.50 overlayer cells
Gaussian width / substrate lattice constant: 0.25
Gaussian test, range at ratio 1:1: 0.79349 pair strengths
Gaussian test, range at ratio 3:2: 0.005665 pair strengths
Gaussian 3:2, largest direct-formula gap: 6.1e-16
golden ratio, N=30: spread 2.07e-02, bound 3.93e-02 pair strengths
golden ratio, N=120: spread 1.25e-03, bound 9.84e-03 pair strengths
one common row, N=300: spread over 6 shifts 7.100 meV/cell
one common row: largest gap from single cosine 0.0276 meV/cell
stripe potential, one atom: range 8.000 meV/cell
stripe potential, cancelling basis: range 1.7e-14 meV/cell
root-three overlayer: range 0.900 meV/cell
root-three, second star removed: range 8.3e-15 meV/cell
matched layer: minimum -10.800, maximum 7.200 meV/cell
matched layer: range 18.000 meV/cell
matched layer: range 0.3326 eV/nm^2 = 53.28 mJ/m^2
matched layer: rms over shifts 4.9234 meV/cell
matched layer: rms from Fourier weights 4.9234 meV/cell
lattice constant ratio substrate/overlayer: 125/123
lowest common substrate order along an axis: 125
highest index with weight in model: 2
unstretched layer, 125x125 cells: spread 5.9e-14 meV/cell
flake N=31, side 7.6 nm: range 202.657 meV/nm^2
flake N=94, side 23.1 nm: range 66.505 meV/nm^2
flake N=219, side 53.9 nm: range 28.541 meV/nm^2
flake N=656, side 161.4 nm: range 9.519 meV/nm^2
elastic constants lambda, mu: 300, 900 eV/nm^2
in-plane relaxation energy: -7.974 meV/nm^2
in-plane relaxation, linear response: -7.948 meV/nm^2
weak-potential ratio to linear response: 1.00010
relaxation change, grid 24 to 32: 1.7e-15 meV/nm^2
relaxation change on translation: 1.0e-14 meV/nm^2
largest in-plane displacement: 8.12 pm
interlayer C33, spacing, decay: 35 GPa, 0.34 nm, 30 1/nm
height stiffness: 642.5 eV/nm^4; bending/height stiffness: 1.2e-04
height relaxation energy: -6.18 meV/nm^2; rms height 4.39 pm
overlayer rms motion per axis at 300 K: 3.96 pm
first-star weight lost to that motion: 0.66 percent
strain needed for match: 1.626 percent
elastic cost of match: 0.6345 eV/nm^2
registry energy gained by match: 0.2061 eV/nm^2
```
